# Electron capacity of a surface flat band in thick ABC graphite

## What dimensions allow

In ABC-stacked (rhombohedral) graphite each layer is shifted sideways by one carbon–carbon bond relative to the layer below it, always in the same direction. Two parameters govern the low-energy electrons in the simplest description: the in-plane Dirac velocity \(v\), and the energy \(\gamma_1\) for hopping between atoms that face each other in neighbouring layers. Momentum \(\mathbf k\) is measured from the centre of a valley, a corner of the Brillouin zone.

The capacity of a surface band is a number per area. The product \(\hbar v\) has the dimension energy times length, so the one length that can be formed is \(\hbar v/\gamma_1\). The layer spacing does not enter, because the hopping model knows layers by their number and not by their height. The lattice constant drops out as long as the in-plane bands are taken as straight cones. Therefore

\[
n_{\rm full}=C\left(\frac{\gamma_1}{\hbar v}\right)^2 ,
\]

with \(C\) a pure number.

To estimate \(C\), consider \(k=0\). In-plane hopping then vanishes by symmetry. Each vertical bond binds two facing atoms into a pair with energies \(\pm\gamma_1\), but one sublattice of the surface layer has no partner and stays at zero energy. Away from \(k=0\), in-plane hopping of strength \(\hbar vk\) competes with the vertical bond. The unpaired state should survive until the two are equal, at

\[
k_c=\frac{\gamma_1}{\hbar v}.
\]

The cone is isotropic, so the allowed momenta fill a disc of area \(\pi k_c^2\). Each state occupies \((2\pi)^2\) of momentum area per unit of real area. With two spins and two valleys,

\[
n_{\rm full}=4\,\frac{\pi k_c^2}{(2\pi)^2}=\frac{k_c^2}{\pi}
=\frac{\gamma_1^2}{\pi\hbar^2v^2},\qquad C=\frac1\pi .
\]

For \(\gamma_1=0.38\) eV and \(v=10^6\) m/s, \(\hbar v=0.6582\) eV nm. Then \(k_c=0.38/0.6582=0.577\) nm\(^{-1}\), the disc area is \(1.047\) nm\(^{-2}\), and

\[
n_{\rm full}=\frac{4\times1.047}{4\pi^2}\ {\rm nm^{-2}}
=0.106\ {\rm nm^{-2}}=1.06\times10^{13}\ {\rm cm^{-2}} .
\]

The guess to be justified is that the band ends at \(\hbar vk=\gamma_1\), with one state per momentum inside.

## The surface state

Take independent electrons, no potential differences between layers, and a crystal filling the half-space below layer 1. Let \(A_n,B_n\) be the amplitudes on the two sublattices of layer \(n\). Atom \(B_n\) faces atom \(A_{n+1}\). Measure energy in units of \(\gamma_1\) and write

\[
p=\frac{\hbar vk}{\gamma_1}e^{i\varphi},\qquad x=|p|,
\]

where \(\varphi\) is the direction of \(\mathbf k\). The Schrödinger equation at fixed \(\mathbf k\) is that of a chain with alternating bonds:

\[
EB_n=pA_n+A_{n+1},\qquad EA_n=p^*B_n+B_{n-1},\qquad B_0=0 .
\]

The last condition says that nothing lies above the surface.

Set \(E=0\) and \(x>0\). The second equation at \(n=1\) gives \(B_1=0\), and then \(B_n=-B_{n-1}/p^*=0\) in every layer. The first gives

\[
A_{n+1}=-pA_n\quad\Rightarrow\quad A_n=(-p)^{n-1}A_1 .
\]

The norm is a geometric series,

\[
\sum_{n\ge1}|A_n|^2=|A_1|^2\sum_{n\ge1}x^{2(n-1)}=\frac{|A_1|^2}{1-x^2},
\]

which converges for \(x<1\). There is thus one normalizable zero-energy state inside the disc and none outside. At \(x=0\) it sits entirely on \(A_1\), as in the opening argument.

Could there be further surface states at other energies? Multiply the first equation by \(E\) and insert the second for \(EA_n\) and \(EA_{n+1}\):

\[
E^2B_n=p(p^*B_n+B_{n-1})+(p^*B_{n+1}+B_n)
=(1+x^2)B_n+pB_{n-1}+p^*B_{n+1}.
\]

A trial solution \(B_n=\mu^n\) leads to a quadratic equation for \(\mu\) whose two roots have the product \(p/p^*\), of modulus one. The condition \(B_0=0\) requires a combination \(\mu_1^n-\mu_2^n\), and both roots cannot lie inside the unit circle. (A double root has modulus one and does not decay either.) No other surface state exists in this model.

The bulk shows why the band ends at \(x=1\). Far from the surface, \(A_n,B_n\propto e^{iqn}\) gives

\[
E=\pm|p+e^{iq}|,
\]

whose smallest magnitude over \(q\) is \(|1-x|\). Inside the disc the surface state lies in the middle of a gap of total width \(2\gamma_1(1-x)\). The gap closes at the disc boundary, just where the state ceases to decay into the crystal.

## Where the electrons sit

The normalized weight in layer \(n\) is \((1-x^2)x^{2(n-1)}\). Averaging over the disc uses the area element \(2x\,dx\), normalized to one. With \(u=x^2\),

\[
w_n=\int_0^1(1-x^2)x^{2(n-1)}\,2x\,dx
=\int_0^1(u^{n-1}-u^n)\,du=\frac1n-\frac1{n+1}=\frac1{n(n+1)} .
\]

Half of the capacity is in the top layer, one sixth in the second and one twelfth in the third. Diagonalizing a 60-layer slab on 160 radial points gives 0.4997, 0.1664 and 0.0831; the last digit is set by this grid, and a converged radial integral gives 0.5000, 0.1666 and 0.0833. The tail is long: the share below layer \(M\) is \(1/(M+1)\), and the mean layer number \(\sum_n n\,w_n=\sum_n1/(n+1)\) diverges logarithmically. The states near the rim of the disc cause this, since their depth grows without limit as \(x\to1\).

## A slab of finite thickness

A slab of \(N\) layers has a second surface, where \(A_{N+1}=0\). Substitute \(B_n=e^{in\varphi}b_n\) in the equation for \(B_n\) to remove the phases:

\[
E^2b_n=(1+x^2)b_n+x(b_{n-1}+b_{n+1}),\qquad b_0=0 .
\]

For \(x>0\) the slab has no state at exactly \(E=0\): the recursion for \(A_n\) would end with \(pA_N=0\), forcing every \(A_n\) to vanish, and likewise for \(B_n\). We may therefore divide by \(E\), and \(A_{N+1}=0\) becomes \(p^*B_{N+1}+B_N=0\), or \(xb_{N+1}+b_N=0\).

States in the gap have \(b_n=(-1)^n\sinh n\kappa\) with \(\kappa>0\). The two conditions become

\[
E^2=1+x^2-2x\cosh\kappa,\qquad
x=\frac{\sinh N\kappa}{\sinh(N+1)\kappa}.
\]

The ratio on the right falls steadily from \(N/(N+1)\) at \(\kappa=0\) to zero at large \(\kappa\). Indeed, its logarithmic derivative is \(N\coth N\kappa-(N+1)\coth(N+1)\kappa\), which is negative because \(y\coth y\kappa\) increases with \(y\). Hence there is one solution \(\kappa\), and one pair of energies \(\pm E\), when

\[
x<\frac{N}{N+1},
\]

and none otherwise. Each surface therefore has the capacity

\[
n_N=\left(\frac{N}{N+1}\right)^2n_{\rm full},
\]

if a state counts as a surface state when its energy lies in the bulk gap. For thick slabs the relative loss is about \(2/N\).

The splitting follows from the same equations. Put \(y=e^{-\kappa}\). Then

\[
x=y\,\frac{1-y^{2N}}{1-y^{2N+2}},\qquad
E^2=1+x^2-x\left(y+\frac1y\right)=(1-xy)\left(1-\frac xy\right).
\]

The first relation gives

\[
1-\frac xy=\frac{y^{2N}(1-y^2)}{1-y^{2N+2}} .
\]

When \(Nx^{2N}\ll1\), we may replace \(y\) by \(x\) on the right and in \(1-xy\), and drop \(y^{2N+2}\). This yields \(E^2\simeq x^{2N}(1-x^2)^2\), or in ordinary units

\[
E\simeq\pm\gamma_1x^N(1-x^2).
\]

For \(N=2\) and small \(x\) this is \(\pm(\hbar vk)^2/\gamma_1\), the parabolic bands of a bilayer. As \(N\) grows, the power \(x^N\) flattens the band throughout the interior of the disc.

The slab also settles what "capacity" means. At neutrality, \(N\) electrons fill half of the \(2N\) states at each momentum, spin and valley. The energies come in pairs \(\pm E\), so \(N-1\) bulk states lie below the gap. One electron remains for the two surface states, one half per surface. The number \(n_{\rm full}\) runs from empty to full; starting from neutrality, a surface can gain or lose

\[
\frac{n_{\rm full}}2=5.3\times10^{12}\ {\rm cm^{-2}} .
\]

For 12 layers the cutoff is \(x=12/13=0.923\), and the capacity is \(0.852\times1.061\times10^{13}=9.04\times10^{12}\) cm\(^{-2}\). An independent count of in-gap eigenvalues, on an 80 by 80 momentum grid covering one quadrant, also gives \(9.04\times10^{12}\) cm\(^{-2}\). At \(x=0.5\) the energy is \(0.38\times0.5^{12}\times0.75=7.0\times10^{-5}\) eV, in agreement with diagonalization.

## Weaker hoppings: shape and width

Two weaker hoppings between adjacent layers change the shape of the band. The first joins \(A_{n-1}\) to \(B_n\), with velocity \(v_3=rv\). Let \(\boldsymbol\delta\) be the sideways shift per layer, which is also the step from \(A_n\) to \(B_n\). The sideways step from \(A_{n-1}\) to \(B_n\) is \(2\boldsymbol\delta\). Since \(3\boldsymbol\delta\) is a lattice vector, this is equivalent to \(-\boldsymbol\delta\), and the hopping carries \(p^*\) instead of \(p\). It still connects opposite sublattices, so a zero-energy state on the \(A\) sites remains possible:

\[
A_{n+1}+pA_n+rp^*A_{n-1}=0,\qquad A_0=0 .
\]

With \(A_n=\lambda^n\) this becomes \(\lambda^2+p\lambda+rp^*=0\). The condition \(A_0=0\) needs both roots, so both must lie inside the unit circle. They do near \(p=0\). The boundary is reached when one root is \(\lambda=e^{i\theta}\); dividing by \(e^{i\theta}\),

\[
p+rp^*e^{-i\theta}=-e^{i\theta}.
\]

Its complex conjugate, multiplied by \(re^{-i\theta}\), is \(rp^*e^{-i\theta}+r^2p=-re^{-2i\theta}\). Subtraction eliminates \(p^*\):

\[
p=\frac{-e^{i\theta}+re^{-2i\theta}}{1-r^2}.
\]

This is a three-cornered curve with radii between \(1/(1+r)\) and \(1/(1-r)\). For \(r<1/2\) it circles the origin once without turning back, because

\[
(1-r^2)^2\,{\rm Im}\!\left(p^*\frac{dp}{d\theta}\right)=1-2r^2+r\cos3\theta\ \ge\ (1+r)(1-2r)>0 .
\]

The enclosed area is half the integral of \({\rm Im}(p^*dp/d\theta)\) over \(\theta\). The cosine averages to zero, so relative to the circle

\[
\frac{\text{area}}{\pi}=\frac{1-2r^2}{(1-r^2)^2}=1-\frac{r^4}{(1-r^2)^2},
\]

where \(1-2r^2=(1-r^2)^2-r^4\) was used. For a rough typical \(r=0.10\), the radius varies from 0.525 to 0.641 nm\(^{-1}\), yet the area falls by only 0.01 %. This warping alone changes the shape of the disc and hardly touches its capacity. A hopping between opposite sublattices of next-nearest layers is left out here; at 0.0085 eV and \(r=0.10\) it would change the area by about half a percent, up or down according to its sign.

The second hopping joins equal sublattices of adjacent layers, with velocity ratio \(r_4\) and matrix element \(-r_4p^*\) between \(A_n\) and \(A_{n+1}\); the sign is a convention that makes \(r_4\) positive here. To first order, its expectation value in the surface state is

\[
2\,{\rm Re}\sum_nA_n^*(-r_4p^*)A_{n+1}
=2\,{\rm Re}\sum_nA_n^*(-r_4p^*)(-p)A_n=2r_4x^2 ,
\]

or \(2r_4\gamma_1x^2\) in ordinary units. With a rough \(r_4=0.05\), the band rises by \(2\times0.05\times0.38=0.038\) eV from the centre to the rim. At \(x=0.5\) the formula gives 0.0095 eV, as does an 80-layer slab.

This does not shorten the band at first order. The bulk states at the gap edges have \(e^{iq}=-e^{i\varphi}\), and the same hopping shifts them by \(-2r_4x\cos(q-\varphi)=2r_4x\). Relative to the middle of the gap, the surface state moves by \(2r_4x^2-2r_4x=-2r_4x(1-x)\), which is smaller than the half-gap \(1-x\) when \(2r_4<1\). It meets the bulk at \(x=1\), as before.

The filling at neutrality can change, however. The energies no longer come in pairs \(\pm E\), and with the equal-sublattice hopping alone the bulk bands touch at the energy of the top of the surface band (with \(r=0.10\) as well, the touching energy varies from 0.035 to 0.042 eV around the rim). In a thick slab some electrons can therefore pass from the bulk to the surface bands, until the resulting electric potentials oppose it. The surface band is then more than half full, so a neutral surface can gain fewer than \(n_{\rm full}/2\) electrons per area and lose more. In a film of only 12 layers, with the value of \(r_4\) used here, the filling stays close to one half.

## Estimate and real graphite

The controlled derivation confirms the factor \(1/\pi\) for the thick crystal. The straight-cone approximation can be checked against the full honeycomb bands. With a lattice constant of 0.246 nm, the chosen velocity corresponds to an in-plane hopping of 3.09 eV, and the disc area grows by 0.25 %. Counting momenta over the whole Brillouin zone on a 2000 by 2000 mesh, with the spin factor inserted but no valley factor, gives \(1.063\times10^{13}\) cm\(^{-2}\); the last digit depends on the mesh, and finer meshes approach \(1.064\times10^{13}\) cm\(^{-2}\). Both valleys are thereby accounted for.

The chosen \(\gamma_1\) and \(v\) are typical of graphite, but the result depends on the square of their ratio. At fixed velocity, a hopping 10 % larger gives \(1.28\times10^{13}\) cm\(^{-2}\), a rise of 21 %. The parameters thus matter more than lattice curvature or warping, and "about \(10^{13}\) cm\(^{-2}\)" is the appropriate precision. A real film must also be ABC-stacked over many layers: for a 12-layer film the thickness alone lowers the capacity by 15 %.

Temperature blurs the distinction between surface and bulk. At 300 K, \(k_{\rm B}T=0.026\) eV. Without the equal-sublattice hopping, the bulk edge lies within this energy of the surface band where \(\gamma_1(1-x)<k_{\rm B}T\), which is a fraction \(1-(1-k_{\rm B}T/\gamma_1)^2\simeq0.13\) of the disc. Near the rim, thermally excited bulk carriers accompany those of the surface band.

Gating also breaks the assumption that there are no potential differences between layers. Adding \(n_{\rm full}/2\) with one gate on the same surface requires a sheet charge of 0.85 µC/cm\(^2\). In an oxide of relative permittivity 3.9 the field is 2.5 MV/cm, below the breakdown field of good silicon dioxide, which is roughly 10 MV/cm. Inside the graphite, suppose that the added charge is spread evenly over the disc. Half of it then lies below the top layer, so by Gauss's law half of the vacuum field penetrates between layers 1 and 2. Over a spacing of 0.335 nm this unscreened field gives a step of 0.16 eV, or \(0.42\,\gamma_1\).

Such a step is not a small perturbation. Let it lower the top layer by \(U\) relative to all deeper layers. To first order the surface state shifts by \(-U(1-x^2)\), to be compared with the half-gap \(\gamma_1(1-x)\). The ratio is \(U(1+x)/\gamma_1\), which approaches \(2\times0.423\simeq0.85\) at the rim. With evenly spread charge the state would remain in the gap, before the steps between deeper layers are included.

This conclusion is fragile. If the band rises towards the rim, as it does with the equal-sublattice hopping above, electrons added to a half-full band enter the outer half of the disc's area. There the share of weight below the top layer, \(x^2\), averages three quarters instead of one half. The step is then 1.5 times larger, the ratio at the rim becomes about 1.27, and the estimate puts the state outside the gap there.

The steps between deeper layers add to the difficulty. For evenly spread charge their unscreened sum diverges, since the charge below layer \(n\) falls off only as \(1/(n+1)\). The assumed charge profile therefore cannot persist in a thick crystal: the potentials reshape the surface states, and bulk carriers can join in the screening.

The value \(1.06\times10^{13}\) cm\(^{-2}\) is therefore a count of states in the unperturbed band. The gate charge at which a real surface band becomes full also includes bulk charge and depends on the reshaped band. Finding it requires a self-consistent calculation of the layer potentials, and the present model does not fix the size of that correction. Electron–electron interactions beyond this electrostatic estimate are also left out. The complete values are listed in the numerical output.

## Computed values

```
Interlayer hopping: 0.38 eV
Dirac velocity: 1.0e+06 m/s
hbar times velocity: 0.6582 eV nm
Disc radius: 0.5773 1/nm
Disc area: 1.0471 1/nm^2
Full capacity: 0.1061 1/nm^2
Full capacity: 1.061e+13 1/cm^2
Half capacity, from neutrality: 5.305e+12 1/cm^2
Capacity for 10 % larger hopping: 1.284e+13 1/cm^2
Slab thickness in example: 12 layers
Slab cutoff x, diagonalization: 0.92308 (no unit)
Slab capacity factor, formula: 0.8521 (no unit)
Slab capacity, formula: 9.040e+12 1/cm^2
Slab capacity, state count: 9.039e+12 1/cm^2
Surface energy at x=0.5, slab: 6.9580e-05 eV
Surface energy at x=0.5, formula: 6.9580e-05 eV
Capacity share in layer 1, 60-layer slab: 0.4997 (no unit)
Capacity share in layer 2, 60-layer slab: 0.1664 (no unit)
Capacity share in layer 3, 60-layer slab: 0.0831 (no unit)
Lattice constant, rough: 0.246 nm
In-plane hopping from velocity: 3.090 eV
Lattice/Dirac disc area ratio: 1.00254 (no unit)
Capacity from whole-zone mesh: 1.063e+13 1/cm^2
Skew velocity ratio r, rough: 0.10 (no unit)
Distorted radius, smallest: 0.5248 1/nm
Distorted radius, largest: 0.6415 1/nm
Distorted/circular area ratio: 0.999898 (no unit)
Equal-sublattice ratio r4, rough: 0.05 (no unit)
r4 band energy at x=0.5, slab: 0.00950 eV
r4 band energy at x=0.5, formula: 0.00950 eV
r4 bandwidth to disc edge: 0.0380 eV
Temperature: 300 K
Thermal energy: 0.0259 eV
Disc share with bulk edge within kT: 0.131 (no unit)
Oxide relative permittivity, rough: 3.9 (no unit)
Sheet charge for half capacity: 0.850 uC/cm^2
Gate field in oxide: 2.46 MV/cm
Layer spacing, rough: 0.335 nm
Unscreened step, layers 1 to 2: 0.161 eV
Step divided by interlayer hopping: 0.423 (no unit)
```
